# Why heating a closed copper bonding pad need not cause yielding

An anneal calculation for hybrid bonding has to decide which stress in the copper is compared with the yield stress. Suppose a pad with a yield stress of 300 MPa is heated to 300 °C, and the calculation returns a compressive stress above 1 GPa. If that number were the measure of yielding, the pad would have to be treated as heavily deformed. If most of it is pressure, the pad may still be elastic. The answer depends on when the bonding gap closed and on how the surroundings give way afterwards.

## The pad and the yield measure

Take a copper pad of height $h$ whose top lies a distance $d$, the recess, below the plane where it will meet its mate. The two pads are mirror images heated alike, so by symmetry the contact plane does not move. The floor and side walls are rigid and do not expand. The pad is uniform, isotropic and linear elastic up to yield, strains are small, and $T$ is the uniform temperature rise from the stress-free start. Tension is positive.

The total strain $\varepsilon$ is the sum of elastic, thermal and plastic parts. With $e$ the elastic part, Hooke's law is

$$
\sigma = K\,\mathrm{tr}(e)\,I + 2G\,\mathrm{dev}(e),\qquad
\mathrm{dev}(e)=e-\tfrac13\mathrm{tr}(e)\,I ,
$$

where $K=E/[3(1-2\nu)]$ and $G=E/[2(1+\nu)]$. Yielding is judged by the von Mises stress $q=\sqrt{\tfrac32\,s:s}$, with $s=\mathrm{dev}(\sigma)$. When both lateral stresses equal $\sigma_l$ and the vertical stress is $\sigma_z$, this reduces to $q=|\sigma_z-\sigma_l|$. Adding the same pressure to all three stresses leaves $q$ unchanged. Below, "shear stress" is used as a short name for $q$; the largest shear stress on any plane in this state is $q/2$. The yield condition is $q=Y$, with $Y$ taken as independent of pressure.

## Before the gap closes

While the gap is open the top is free, so $\sigma_z=0$. Let the pad slide along its side walls for now. The walls hold the total lateral strain at zero:

$$
0=\frac{(1-\nu)\sigma_l}{E}+\alpha T
\quad\Rightarrow\quad
\sigma_l=-\frac{E\alpha T}{1-\nu},\qquad q=\frac{E\alpha T}{1-\nu}.
$$

This stage does drive yielding, because the sides are squeezed and the top is not. The vertical strain is the thermal expansion plus the Poisson bulge:

$$
\varepsilon_z=\alpha T-\frac{2\nu\sigma_l}{E}
=\alpha T\left(1+\frac{2\nu}{1-\nu}\right)
=\frac{1+\nu}{1-\nu}\,\alpha T .
$$

The gap closes when $\varepsilon_z=d/h$. If the pad is still elastic, the closing rise and the von Mises stress at that moment are

$$
T_c=\frac dh\,\frac{1-\nu}{\alpha(1+\nu)},\qquad
q_c=\frac{E\alpha T_c}{1-\nu}=\frac{E}{1+\nu}\frac dh=2G\,\frac dh .
$$

The expansion coefficient has dropped out of $q_c$. It sets the temperature of closure, while the shear stress at closure depends on how far the pad had to stretch upward. The pad reaches closure without yielding if $d/h<Y/(2G)$.

## After the gap closes

Heat the pad by a further $\Delta T$. Every face is now backed by a wall. Try the simplest answer, no added displacement anywhere. The added total strain is then zero, so the added elastic strain must cancel the thermal strain:

$$
\Delta e=-\alpha\,\Delta T\,I .
$$

Its trace is $-3\alpha\,\Delta T$ and its deviator is zero. Hooke's law gives

$$
\Delta\sigma=-3K\alpha\,\Delta T\,I,\qquad \Delta s=0,\qquad \Delta q=0 .
$$

This stress is uniform, so it satisfies equilibrium. It has no shear component on any wall, so it is allowed whether the wall lets the copper slide or holds it fast.

It is also the only elastic answer. Let $w$ be the difference between two candidate displacements. The thermal terms cancel in the difference, which leaves a strain $\eta$ and a stress $\tau$ related by ordinary elasticity. Equilibrium and the divergence theorem give

$$
\int \eta:\tau\,dV=\oint w\cdot(\tau n)\,dS=0 ,
$$

because at each wall and in each direction either the displacement is prescribed, so that component of $w$ vanishes, or the traction is zero. The integrand is twice an elastic energy density and is positive unless $\eta=0$. Hence both candidates have the same stress. The shape of the pad played no part in this argument.

A three-dimensional finite-element calculation of a closed box heated by 100 K, first with sliding side walls and floor and then with both glued, gave this pure pressure in every element to within 0.01 MPa.

Physically, yielding is a change of shape at constant volume. Closed rigid walls block the change of volume that heating asks for, and they block it equally in all directions. The copper is compressed without being sheared. The shear stress from the open stage remains, but nothing is added to it.

## A pad with a 3 nm recess

Use rough typical copper values: $E=120$ GPa, $\nu=0.34$, $\alpha=17$ ppm/K and $Y=300$ MPa. These give $G=44.78$ GPa and $K=125$ GPa. The pad is 1000 nm high, has a recess of 3 nm, and is heated from 25 to 300 °C, a rise of 275 K. Closure comes at

$$
T_c=0.003\times\frac{0.66}{17\times10^{-6}\times1.34}=86.9\ \text{K},
$$

or about 112 °C. At that point

$$
q_c=2\times44\,780\times0.003=269\ \text{MPa},
$$

which is below the yield stress. The remaining 188.1 K adds pressure at $3K\alpha=6.375$ MPa/K, or 1199 MPa in all. The open stage had already left a mean pressure of $2q_c/3=179$ MPa, so the final mean pressure is 1378 MPa. The von Mises stress is still 269 MPa.

Had the gap stayed open, the elastic formula would give $q=3.091\times275=850$ MPa at the same peak, so the pad would have yielded on the way. With these properties and this height, the largest recess that closes before yield is $hY/(2G)=3.35$ nm. The 3 nm pad is therefore close to the limit.

## A pad that yields before closure

Now let the recess be 5 nm, with the other data unchanged. The pad first yields at

$$
T_y=\frac{Y(1-\nu)}{E\alpha}=97.1\ \text{K}.
$$

Assume perfect plasticity, with plastic strain proportional to $s$ and therefore without volume change. While the top is free, $\sigma_l$ stays at $-Y$. The lateral plastic strain follows from zero total lateral strain:

$$
\varepsilon^p_l=\frac{(1-\nu)Y}{E}-\alpha T=-\alpha(T-T_y).
$$

Constant volume requires $\varepsilon_z^p=2\alpha(T-T_y)$. The equivalent plastic strain is

$$
\bar\varepsilon^p=\sqrt{\tfrac23\,\varepsilon^p:\varepsilon^p}
=\sqrt{\tfrac23(1+1+4)}\;\alpha(T-T_y)=2\alpha(T-T_y).
$$

The top strain is the sum of the elastic bulge, the thermal strain and the plastic strain:

$$
\varepsilon_z=\frac{2\nu Y}{E}+\alpha T+2\alpha T-\frac{2(1-\nu)Y}{E}
=3\alpha T-\frac{2(1-2\nu)Y}{E}
=3\alpha T-\frac{2Y}{3K}.
$$

Setting this equal to $d/h=0.005$ gives

$$
T_c=\frac{0.005+0.0016}{51\times10^{-6}}=129.4\ \text{K}.
$$

The plastic strain at closure is $2\alpha(129.4-97.1)=0.110\%$. Further heating again adds only pressure if the response is elastic. That elastic response leaves $q=Y$ and does not exceed it, so no new plastic flow is required. The pad sits on its yield surface and stops flowing. An incremental plasticity calculation in steps of 0.25 K confirmed that the plastic strain stayed constant from closure to the peak. With the gap left open, it would have grown to $2\alpha(275-97.1)=0.605\%$.

A plastically deformed pad therefore does not show that the heating after closure caused the deformation. Here all of it came earlier.

## Equal wall strain is what matters

Suppose the walls move during the heating after closure. Let the added total strains be $\Delta\varepsilon_l$ laterally and $\Delta\varepsilon_z$ vertically. The thermal strain is the same in both directions, so it cancels when the two stresses are subtracted. For an elastic pad,

$$
\Delta(\sigma_z-\sigma_l)=2G(\Delta\varepsilon_z-\Delta\varepsilon_l).
$$

Rigid walls make both strains zero. Walls that allow equal strain in every direction also leave $q$ unchanged, with a smaller pressure. Unequal strain changes the shear stress, and the sign decides whether it loads or unloads the pad. In the open stage $\sigma_z-\sigma_l$ was positive. More lateral than vertical give reduces it, and more vertical than lateral give increases it.

Uneven heating has a similar effect even between rigid walls. Let the added temperature $\theta(z)$ vary with height, with mean $\bar\theta$, and let the side walls slide. Vertical equilibrium makes $\Delta\sigma_z$ uniform, where

$$
\Delta\sigma_z=\left(K+\tfrac43G\right)\Delta\varepsilon_z-3K\alpha\theta .
$$

The fixed height makes the mean of $\Delta\varepsilon_z$ zero, so $\Delta\sigma_z=-3K\alpha\bar\theta$ and

$$
\Delta\varepsilon_z=\frac{3K}{K+\frac43G}\,\alpha(\theta-\bar\theta)
=\frac{1+\nu}{1-\nu}\,\alpha(\theta-\bar\theta).
$$

Multiplying by $2G$ gives a shear contribution $\Delta(\sigma_z-\sigma_l)=E\alpha(\theta-\bar\theta)/(1-\nu)$, or 3.1 MPa for each kelvin above the mean. The 3 nm pad has a margin of 31 MPa, so a region about 10 K hotter than the mean would reach yield. An ordinary anneal cannot sustain such a difference inside the pad, because a micrometre of copper evens out its temperature within about 10 ns. The estimate shows why the argument needs uniform heating; it does not describe a practical risk for this pad.

## How far real surroundings change the numbers

Silica is softer than copper, so rigid walls are a limiting case. A better estimate puts a copper cylinder of radius $a$ in a silica sleeve. Copper occupies a fraction $\phi=0.20$ of the cell area. Silicon sets the lateral expansion of the outer edge, and flat rigid plates cover the ends. The rough silica values are $E_o=70$ GPa, $\nu_o=0.17$ and $\alpha_o=0.5$ ppm/K; silicon has $\alpha_s=2.6$ ppm/K.

Radial equilibrium in the uniformly heated sleeve gives the displacement $u=Ar+Ba^2/r$. With $\lambda=K-\tfrac23G$, subscript $o$ for silica, and $\varepsilon_o$ for its vertical strain, matching displacement at the copper, at the outer edge, and matching radial stress require

$$
\varepsilon_l=A+B,\qquad A+\phi B=\alpha_sT,
$$

$$
2(\lambda+G)\varepsilon_l+\lambda\varepsilon_z-3K\alpha T
=2(\lambda_o+G_o)A-2G_oB+\lambda_o\varepsilon_o-3K_o\alpha_oT .
$$

The vertical stresses are

$$
\sigma_z=2\lambda\varepsilon_l+(\lambda+2G)\varepsilon_z-3K\alpha T,
$$

$$
\sigma_{zo}=2\lambda_oA+(\lambda_o+2G_o)\varepsilon_o-3K_o\alpha_oT .
$$

Before closure the copper is taken to slide freely along the silica, so both are zero, and the gap closes when $\varepsilon_z-\varepsilon_o=d/h$. After closure the same equations hold for increments, but the last two conditions become equal vertical strain, $\Delta\varepsilon_z=\Delta\varepsilon_o$, and no net vertical force, $\phi\Delta\sigma_z+(1-\phi)\Delta\sigma_{zo}=0$. Each stage is thus five linear equations for five unknowns.

For the 3 nm recess, closure moves from 112 to 169 °C, because the copper can now push its side walls outward and bulges less. At closure $\sigma_z-\sigma_l$ is 114 MPa. Afterwards the copper strains by 16.51 ppm/K laterally but only 7.32 ppm/K vertically. The difference formula gives

$$
2G(7.32-16.51)\times10^{-6}=-0.823\ \text{MPa/K}.
$$

The added stress is no longer hydrostatic, but it unloads the pad. By 300 °C the difference has fallen to about 6 MPa. That near-zero value is a crossing at this particular temperature: at the same rate, some 7 K more would bring it to zero, and the shear stress would then grow with the opposite sign. If the gap never closed, $q$ at the peak would be 217 MPa in the same cell.

The mean copper pressure at the peak is 250 MPa, against 1378 MPa between rigid walls, a factor of about 5.5. The rigid result is thus a poor estimate of pressure in silica. Its conclusion about yielding survives in this cell for a different reason, the larger lateral give. Micrometre-scale pads, recesses of a few nanometres and anneals of a few hundred degrees Celsius are roughly the regime of hybrid bonding, but the area fraction and end conditions here are model choices. They can change the sign of the effect: in the same cell the rate passes through zero at a copper fraction of about 0.39, and at 0.40 $\sigma_z-\sigma_l$ rises by about 0.05 MPa/K after closure instead of falling. The crossing is sensitive to the data. The value 2.6 ppm/K for silicon holds at room temperature. With about 3.2 ppm/K, closer to its mean up to 300 °C, the rate at 0.40 is slightly negative again, and at 0.20 the values at closure and peak shift from 114 and 6 MPa to 104 and $-10$ MPa. Elastic give of the silicon, liners, vias, sticking between copper and silica before closure, and changes of material data with temperature are left out. These omissions are not small. Take an elastic pad that adheres to its silica wall and to a 1 µm silica floor on silicon, at the same copper fraction. The floor restrains it laterally and gives vertically. At a radius of 2 µm, $\sigma_z-\sigma_l$ in the core then rises after first contact, from about 145 to about 240 MPa, and roughly a quarter of the volume exceeds $Y$ at the peak. At a radius of 0.5 µm the 3 nm gap is still open at 300 °C. The unloading found above is a property of the sliding cell between rigid plates, not of bonded pads in general.

The copper also pushes the bonded surfaces apart. In this cell the silica carries a vertical tension of about 62 MPa at the peak, which the dielectric bond must withstand for the closed-gap model to remain valid.

## Other ways the result can fail

**Incomplete contact.** Copper glued to its side walls does not rise evenly. For a square pad 4 µm wide and 1 µm high, glued to rigid side walls and a rigid floor and heated by the same 86.9 K, the mean rise of the top is about 0.8 of the sliding value, while the centre rises by roughly the full sliding value. These ratios are elastic values. At this temperature about 14% of the glued pad already has $q$ above 300 MPa, and the peak value grows as the mesh is refined, so part of the pad would yield before the centre touches. The rim is held down by the wall. The centre can therefore touch while the rim is still open. Further heating spreads the contact outward, but an elastic rim glued to a rigid wall can never rise to close the gap. The closed-wall result is then at best an approximation for the middle of the pad, and shear stress can keep growing near the rim.

**Grain orientation.** The added stress after closure remains hydrostatic in a cubic crystal. Along the crystal axes, equal strain $-\alpha\Delta T$ in all directions produces the stress $-(C_{11}+2C_{12})\alpha\Delta T$ on each axis and no shear, and a multiple of the unit tensor is unchanged by rotation. The stress before closure does depend on orientation. With rough constants $C_{11},C_{12},C_{44}=168,121,75$ GPa, rigid side walls, a gap that is still open and a rise of 86.9 K, an elastic grain with a (001) top has $q=169$ MPa, while one with a (111) top has 384 MPa. The second value is above 300 MPa, although yielding of a single grain depends on the shear stress on its slip systems and not on $q$ alone. The closing temperature depends on orientation too, so these values compare the grains at equal heating, not each at its own closure.

**Softening and creep.** A constant $q$ is safe only while the strength stays above it. If $Y$ falls below $q$ at fixed total strain, plastic flow must remove the excess. An equivalent plastic strain $\delta$ changes $s$ by $-2G\cdot\tfrac32\delta\,s/q$, which lowers $q$ by $3G\delta$. Hence

$$
\delta=\frac{q-Y}{3G}.
$$

A fall to 200 MPa at the peak gives 0.051% in the 3 nm pad and a further 0.074% in the 5 nm pad, both between rigid walls. The cause is lost strength, not added shear stress. The peak is 0.42 of copper's melting temperature on the absolute scale, and creep matters there even in an ordinary anneal: in copper with grains of a micrometre or less, standard creep data suggest that a von Mises stress near 269 MPa relaxes substantially within seconds to a minute at 300 °C, and within minutes or less at 250 °C. The constant $q$ found here therefore describes heating fast enough to outrun creep, not a slow ramp or a hold at the peak.

**Large pressure.** With a rough pressure derivative of 5.3 for the bulk modulus, the rigid-wall pressure of 1378 MPa would stiffen copper by about 6%. This corrects the pressure, but equal strain still creates no shear stress in an isotropic pad that had none. The shear modulus also depends on pressure, so the shear stress left from the open stage would change somewhat; the constant-$G$ model leaves this out.

## What to do in a calculation

- Compare $q$, not the largest compressive stress, with the yield stress at the current temperature.
- Model the gap as contact that closes during heating. Carrying the open-gap rate past closure gives 850 MPa in the rigid elastic example, where the closed pad has 269 MPa.
- Check $d/h$ against $Y/(2G)$ as a first estimate of yielding before closure. It assumes isotropic copper, sliding rigid side walls, constant $Y$ and a stress-free start. An initial lateral tension $\sigma_0$, common in annealed copper at room temperature, changes the limit to $(Y+\sigma_0)/(2G)$, or 4.5 nm instead of 3.35 nm for $\sigma_0=100$ MPa. In compliant surroundings it can be much too strict: the 3 nm pad closes at 114 MPa in the sliding silica cell, against 269 MPa between rigid walls. Passing this check does not exclude yielding near the rim, or after closure, in a pad that adheres to its surroundings.
- After closure, extract the lateral and vertical strain increments. While the pad responds elastically, the vertical increment minus the lateral one, multiplied by $2G$, is the change in $\sigma_z-\sigma_l$. An elastic pad is being loaded if this change has the same sign as the existing difference, and at first unloaded if the signs are opposite.
- Include the real stiffness of the surroundings. It changes the shear stress at closure and afterwards, as well as the pressure and the tension on the dielectric bond.

The main values are in the numerical output below.

## Calculated quantities

```
INPUTS (rough typical material values)
Copper Young modulus: 120.0 GPa
Copper Poisson ratio: 0.34 (no unit)
Copper expansion: 17.0 ppm/K
Copper yield stress: 300.0 MPa
Pad height, recess, deep recess: 1000, 3, 5 nm
Start and peak temperature: 25, 300 deg C
RIGID WALLS, SHALLOW RECESS
Shear modulus: 44.78 GPa
Bulk modulus: 125.00 GPa
Open-gap von Mises rate: 3.091 MPa/K
Closing temperature rise: 86.9 K
Closing temperature: 111.9 deg C
Heating after closure: 188.1 K
Frozen von Mises stress: 268.7 MPa
Pressure rate after closure: 6.375 MPa/K
Added pressure after closure: 1199.0 MPa
Final mean pressure: 1378.1 MPa
Elastic open-gap q at peak, yield ignored: 850.0 MPa
Largest recess without yield before closure: 3.35 nm
RIGID WALLS, DEEP RECESS
Temperature rise at first yield: 97.1 K
Closing temperature rise: 129.4 K
Plastic strain at closure and peak: 0.110 %
Plastic strain at peak if never closed: 0.605 %
COMPLIANT SILICA SLEEVE, SHALLOW RECESS
Silica E, nu: 70 GPa, 0.17
Silica, silicon expansion: 0.5, 2.6 ppm/K
Copper area fraction: 0.20 (no unit)
Closing temperature: 169.3 deg C
sigma_z - sigma_l at closure: 113.7 MPa
Its rate after closure: -0.823 MPa/K
sigma_z - sigma_l at peak: 6.1 MPa
q at peak if never closed: 216.7 MPa
Mean copper pressure at peak: 250.2 MPa
Lateral strain rate after closure: 16.51 ppm/K
Vertical strain rate after closure: 7.32 ppm/K
Axial silica tension at peak: 61.5 MPa
OTHER LIMITS
Glued 4 um square pad, mean rise / sliding rise: 0.79 (no unit)
Same pad, centre rise / sliding rise: 1.03 (no unit)
Cubic C11, C12, C44: 168, 121, 75 GPa
Open q of (001), (111) grains at isotropic closing rise: 169, 384 MPa
Reduced yield stress tested at peak: 200.0 MPa
Softening plastic strain, shallow and deep: 0.051, 0.074 %
Bulk stiffening at final rigid-wall pressure: 5.8 %
Peak temperature / melting temperature: 0.42 (no unit)
```
